# PAW Sternheimer equation and static polarizability of hydrogen: test program

```python
"""PAW Sternheimer equation for hydrogen in a static electric field.

Result under test: the static polarizability is 9/2 (atomic units) when the
p partial waves inside the augmentation radius rc are the homogeneous solution
at E0 = -1/2 and a driven solution of (h1 - E0) phi = -r u0.
u0 = 2 r exp(-r) : radial ground state; the first-order wave function is
F (w/r) Y10 / sqrt(3), F being the field.
"soft" marks pseudo quantities; D, Q, Z are the one-centre corrections of
the Hamiltonian, the overlap and the dipole. Hartree atomic units throughout.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial, Legendre
from scipy.linalg import eigh, block_diag
from scipy.constants import physical_constants

E0 = -0.5
DEGREE = 45


def series_wave(l, energy, lead, source=None):
    """Regular power series of (h_l - energy) u = -source."""
    a = np.zeros(DEGREE + 1)
    s = np.zeros(DEGREE + 1) if source is None else source
    a[l + 1] = lead
    for k in range(l + 2, DEGREE + 1):
        right = -2 * a[k - 1] - 2 * energy * a[k - 2] + 2 * s[k - 2]
        a[k] = right / (k * (k - 1) - l * (l + 1))
    return Polynomial(a)


def match(powers, derivatives, rc):
    """Polynomial with given powers and given derivatives 0,1,2,... at rc."""
    basis = [Polynomial.basis(p) for p in powers]
    matrix = [[b.deriv(d)(rc) if d else b(rc) for b in basis]
              for d in range(len(derivatives))]
    c = np.linalg.solve(np.array(matrix), np.array(derivatives))
    return sum((ci * b for ci, b in zip(c, basis)), Polynomial([0.0]))


def pseudize(wave, l, rc):
    derivs = [wave(rc)] + [wave.deriv(d)(rc) for d in (1, 2, 3)]
    return match([l + 1 + 2 * m for m in range(4)], derivs, rc)


def apply_h(wave, l, potential, r):
    return (-0.5 * wave.deriv(2)(r)
            + (l * (l + 1) / (2 * r**2) + potential(r)) * wave(r))


def coulomb(r):
    return -1.0 / r


def make_grid(edges, order=20):
    """Spectral elements: interior nodes, weights, matrix of int u'v' dr."""
    pn = Legendre.basis(order)
    inner = np.sort(np.real(pn.deriv().roots()))
    x = np.concatenate([[-1.0], inner, [1.0]])
    val = pn(x)
    wx = 2 / (order * (order + 1) * val**2)
    diff = val[:, None] / val[None, :] / (x[:, None] - x[None, :]
                                          + np.eye(order + 1))
    np.fill_diagonal(diff, 0.0)
    np.fill_diagonal(diff, -diff.sum(axis=1))
    n = order * (len(edges) - 1) + 1
    r, weight, stiff = np.zeros(n), np.zeros(n), np.zeros((n, n))
    for e in range(len(edges) - 1):
        half = (edges[e + 1] - edges[e]) / 2
        sl = slice(e * order, (e + 1) * order + 1)
        r[sl] = edges[e] + half * (x + 1)
        weight[sl] += half * wx
        stiff[sl, sl] += diff.T @ (wx[:, None] * diff) / half
    return r[1:-1], weight[1:-1], stiff[1:-1, 1:-1]


u0_series = series_wave(0, E0, 2.0)
dipole_source = np.concatenate([[0.0], u0_series.coef])[:DEGREE + 1]
hom_wave = series_wave(1, E0, 1.0)
driven_wave = series_wave(1, E0, 0.0, dipole_source)


class Channel:
    """Partial waves, projectors and one-centre matrices for one l."""

    def __init__(self, l, waves, energies, driven, rc, v_soft, u0_soft):
        self.waves = waves
        self.soft = [pseudize(f, l, rc) for f in waves]

        def chi(r):
            return np.array([e * f(r) - apply_h(f, l, v_soft, r)
                             - s * r * u0_soft(r)
                             for f, e, s in zip(self.soft, energies, driven)])

        x, wx = np.polynomial.legendre.leggauss(60)
        g, wg = rc * (x + 1) / 2, rc * wx / 2
        ae = np.array([f(g) for f in waves])
        so = np.array([f(g) for f in self.soft])
        h_ae = np.array([apply_h(f, l, coulomb, g) for f in waves])
        h_so = np.array([apply_h(f, l, v_soft, g) for f in self.soft])
        inverse = np.linalg.inv((so * wg) @ chi(g).T)
        self.projectors = lambda r: inverse.T @ chi(r)
        self.D = (ae * wg) @ h_ae.T - (so * wg) @ h_so.T
        self.Q = (ae * wg) @ ae.T - (so * wg) @ so.T
        self.Z = (ae * wg) @ (g * u0_series(g)) - (so * wg) @ (g * u0_soft(g))


def w_exact(r):
    return -(2 * r**2 + r**3) * np.exp(-r)


def solve_paw(rc, p_waves, energies, driven):
    """Ground state and field response in the PAW representation."""
    r, wt, stiff = make_grid([0.0, rc, 5.0, 10.0, 18.0, 30.0])
    inside = r < rc - 1e-9
    v_soft = match([0, 2, 4], [-1 / rc, 1 / rc**2, -2 / rc**3], rc)
    u0_soft = pseudize(u0_series, 0, rc)
    s = Channel(0, [u0_series], [E0], [0], rc, v_soft, u0_soft)
    p = Channel(1, p_waves, energies, driven, rc, v_soft, u0_soft)
    v_grid = np.where(inside, v_soft(r), -1 / r)

    def matrices(ch, l):
        proj = (wt * inside * ch.projectors(r)).T
        ham = (0.5 * stiff + np.diag(wt * (l * (l + 1) / (2 * r**2) + v_grid))
               + proj @ ch.D @ proj.T)
        return proj, ham, np.diag(wt) + proj @ ch.Q @ proj.T

    proj_s, ham_s, over_s = matrices(s, 0)
    proj_p, ham_p, over_p = matrices(p, 1)
    levels, vectors = eigh(ham_s, over_s)
    ground = vectors[:, 0] * np.sign(np.sum(wt * vectors[:, 0]))
    dip = np.diag(wt * r) + proj_p @ p.Z[:, None] @ proj_s.T
    operator = ham_p - E0 * over_p
    w = np.linalg.solve(operator, -dip @ ground)
    amp = proj_p.T @ w
    smooth = -2 / 3 * np.sum(wt * r * ground * w)
    onecentre = -2 / 3 * (p.Z @ amp) * (proj_s.T @ ground)[0]
    bare = -wt * r * ground
    no_aug = 2 / 3 * bare @ np.linalg.solve(operator, bare)
    scale = 1 / np.sqrt(wt)
    gap = np.min(np.abs(np.linalg.eigvalsh(
        scale[:, None] * (operator + operator.T) / 2 * scale)))
    # all-electron response rebuilt from the pseudo response
    rebuilt = w.copy()
    for c, f, fs in zip(amp, p.waves, p.soft):
        rebuilt += np.where(inside, c * (f(r) - fs(r)), 0.0)
    w_error = np.max(np.abs(rebuilt - w_exact(r)))
    return dict(r=r, wt=wt, stiff=stiff, inside=inside, s=s, p=p,
                v_soft=v_soft, u0_soft=u0_soft, e_s=levels[0], ground=ground,
                w=w, amp=amp, smooth=smooth, onecentre=onecentre,
                alpha=smooth + onecentre, no_aug=no_aug, gap=gap, dip=dip,
                ham_s=ham_s, over_s=over_s, ham_p=ham_p, over_p=over_p,
                proj_p=proj_p, w_error=w_error)


# --- all-electron reference, symbolically -----------------------------------
x = sp.symbols("x", positive=True)
u_sym = 2 * x * sp.exp(-x)
w_sym = -(2 * x**2 + x**3) * sp.exp(-x)
residual = (-sp.diff(w_sym, x, 2) / 2 + (1 / x**2 - 1 / x
            + sp.Rational(1, 2)) * w_sym + x * u_sym)
assert sp.simplify(residual) == 0
alpha_ref = -sp.Rational(2, 3) * sp.integrate(
    sp.expand(u_sym * x * w_sym), (x, 0, sp.oo))
assert sp.simplify(alpha_ref - sp.Rational(9, 2)) == 0
alpha_ref = float(alpha_ref)

# --- PAW solution with homogeneous and driven p waves -----------------------
RC = 1.5
main = solve_paw(RC, [hom_wave, driven_wave], [E0, E0], [0, 1])
r, wt, ins, p, s = (main[k] for k in ("r", "wt", "inside", "p", "s"))

# all-electron radial solve on the same grid, no PAW
ae_op = 0.5 * main["stiff"] + np.diag(wt * (1 / r**2 - 1 / r - E0))
ae_rhs = -wt * r * 2 * r * np.exp(-r)
alpha_ae = 2 / 3 * ae_rhs @ np.linalg.solve(ae_op, ae_rhs)
assert abs(alpha_ae - alpha_ref) < 1e-7

# projector duality, checked with the element quadrature
soft_nodes = np.array([np.where(ins, f(r), 0.0) for f in p.soft])
assert np.allclose(main["proj_p"].T @ soft_nodes.T, np.eye(2), atol=1e-8)
# hermiticity of the one-centre Hamiltonian
assert np.allclose(p.D, p.D.T, atol=1e-9)
# the pseudo ground state has the all-electron energy and the expected shape
assert abs(main["e_s"] - E0) < 1e-8
u_soft_nodes = np.where(ins, main["u0_soft"](r), 2 * r * np.exp(-r))
assert np.max(np.abs(main["ground"] - u_soft_nodes)) < 1e-6
# the Sternheimer operator is not singular
assert main["gap"] > 1e-3
# polarizability and amplitudes
assert abs(main["alpha"] - alpha_ref) < 1e-7
assert np.allclose(main["amp"], [-2.0, 1.0], atol=1e-6)
# the reconstructed response equals the all-electron one everywhere
assert main["w_error"] < 1e-6
# inside rc the pseudo response is the combination of pseudo partial waves
assert np.max(np.abs((main["w"] - main["amp"] @ soft_nodes)[ins])) < 1e-6

# --- finite-field diagonalization in the PAW representation -----------------
overlap = block_diag(main["over_s"], main["over_p"])


def field_energy(field):
    coupling = field * main["dip"] / np.sqrt(3)
    ham = np.block([[main["ham_s"], coupling.T], [coupling, main["ham_p"]]])
    vec = np.concatenate([main["ground"], np.zeros_like(r)])
    for _ in range(8):
        vec = np.linalg.solve(ham + 0.501 * overlap, overlap @ vec)
        vec /= np.sqrt(abs(vec @ overlap @ vec))
    return (vec @ ham @ vec) / (vec @ overlap @ vec)


FIELD = 0.002
zero_energy = field_energy(0.0)
shift1 = field_energy(FIELD) - zero_energy
shift2 = field_energy(2 * FIELD) - zero_energy
est1, est2 = -2 * shift1 / FIELD**2, -2 * shift2 / (2 * FIELD)**2
alpha_field = (4 * est1 - est2) / 3
assert abs(alpha_field - alpha_ref) < 1e-4

# --- other radii and fixed-energy p waves -----------------------------------
E2 = 0.0
second_wave = series_wave(1, E2, 1.0)
table = []
for rc in (1.0, 1.5, 2.0):
    full = solve_paw(rc, [hom_wave, driven_wave], [E0, E0], [0, 1])
    two = solve_paw(rc, [hom_wave, second_wave], [E0, E2], [0, 0])
    one = solve_paw(rc, [hom_wave], [E0], [0])
    assert abs(full["alpha"] - alpha_ref) < 1e-7
    # only the driven set reproduces the response function itself
    assert full["w_error"] < 1e-6
    assert two["w_error"] > 1e-5 and one["w_error"] > 1e-5
    table.append((rc, full, two, one))
# one radius with a resolved error suffices to show that a set is not exact
worst = [max(abs(row[k]["alpha"] - alpha_ref) for row in table)
         for k in (1, 2, 3)]
assert worst[1] > 10 * worst[0] and worst[2] > 10 * worst[0]
assert abs(main["no_aug"] - alpha_ref) > 1e-4

# --- output -----------------------------------------------------------------
print(f"augmentation radius rc = {RC} bohr")
print("soft potential coefficients of r^0, r^2, r^4 (a.u.):",
      np.round(main["v_soft"].coef[[0, 2, 4]], 6))
print("soft u0 coefficients of r, r^3, r^5, r^7 (a.u.):",
      np.round(main["u0_soft"].coef[[1, 3, 5, 7]], 6))
print("homogeneous p wave, coefficients r^2..r^5:",
      np.round(hom_wave.coef[2:6], 6))
print("driven p wave, coefficients r^2..r^6:",
      np.round(driven_wave.coef[2:7], 6))
print("soft homogeneous wave, r^2, r^4, r^6, r^8:",
      np.round(p.soft[0].coef[[2, 4, 6, 8]], 6))
print("soft driven wave, r^2, r^4, r^6, r^8:",
      np.round(p.soft[1].coef[[2, 4, 6, 8]], 6))
print(f"s channel: D = {s.D[0, 0]:.6f}, Q = {s.Q[0, 0]:.6f} (a.u.)")
for name, mat in (("D", p.D), ("Q", p.Q)):
    print(f"p channel {name} (hh, hd, dd; a.u.): {mat[0, 0]:.4e} "
          f"{mat[0, 1]:.4e} {mat[1, 1]:.4e}")
print(f"dipole corrections Z_h, Z_d (a.u.): {p.Z[0]:.4e} {p.Z[1]:.4e}")
print(f"lowest PAW s level = {main['e_s']:.9f} hartree")
print(f"smallest |eigenvalue| of Sternheimer operator = "
      f"{main['gap']:.4f} hartree")
print(f"projector amplitudes c_h, c_d = {main['amp'][0]:.7f} "
      f"{main['amp'][1]:.7f}")
print(f"alpha, smooth part = {main['smooth']:.7f} a.u.")
print(f"alpha, one-centre part = {main['onecentre']:.7f} a.u.")
print(f"alpha, PAW total = {main['alpha']:.8f} a.u.")
print(f"alpha, closed form = {alpha_ref:.8f} a.u.")
print(f"alpha, all-electron radial solve = {alpha_ae:.8f} a.u.")
bohr = physical_constants["Bohr radius"][0] * 1e10
print(f"alpha, PAW total = {main['alpha'] * bohr**3:.5f} cubic angstrom")
print(f"alpha without dipole augmentation = {main['no_aug']:.6f} a.u.")
R1 = 0.5
w_soft_1 = sum(c * f(R1) for c, f in zip(main["amp"], p.soft))
w_full_1 = sum(c * f(R1) for c, f in zip(main["amp"], p.waves))
print(f"at r = {R1} bohr: soft w = {w_soft_1:.6f}, rebuilt w = "
      f"{w_full_1:.6f}, closed form = {w_exact(R1):.6f} (a.u.)")
print(f"largest error of rebuilt w on the grid = {main['w_error']:.1e} a.u.")
print(f"finite field F = {FIELD} a.u.: energy shift = {shift1:.6e} hartree")
print(f"finite field 2F: energy shift = {shift2:.6e} hartree")
print(f"-2 shift/field^2 at F and 2F = {est1:.6f} {est2:.6f} a.u.")
print(f"alpha extrapolated to zero field = {alpha_field:.6f} a.u.")
print(f"fixed-energy p waves: one at {E0}, two at {E0} and {E2} hartree")
for rc, full, two, one in table:
    print(f"rc = {rc} bohr, driven set: smooth {full['smooth']:.6f}, "
          f"one-centre {full['onecentre']:.6f} a.u.")
    for name, sol in (("driven set", full), ("two energies", two),
                      ("one energy", one)):
        print(f"   {name}: alpha = {sol['alpha']:.8f} a.u., "
              f"largest error of rebuilt w = {sol['w_error']:.1e} a.u.")
print("tests ok")
```

Running it gives:

```
augmentation radius rc = 1.5 bohr
soft potential coefficients of r^0, r^2, r^4 (a.u.): [-1.25      0.37037  -0.049383]
soft u0 coefficients of r, r^3, r^5, r^7 (a.u.): [ 1.12611  -0.515988  0.121895 -0.011937]
homogeneous p wave, coefficients r^2..r^5: [ 1.   -0.5   0.2  -0.05]
driven p wave, coefficients r^2..r^6: [ 0.        0.        0.4      -0.266667  0.104762]
soft homogeneous wave, r^2, r^4, r^6, r^8: [ 0.77543  -0.153006  0.035907 -0.003378]
soft driven wave, r^2, r^4, r^6, r^8: [ 0.045602  0.199518 -0.030971  0.002655]
s channel: D = -0.209929, Q = 0.073043 (a.u.)
p channel D (hh, hd, dd; a.u.): -3.2227e-02 -9.6728e-03 1.4175e-03
p channel Q (hh, hd, dd; a.u.): 5.2768e-03 -6.0258e-04 -5.3960e-04
dipole corrections Z_h, Z_d (a.u.): 1.3272e-02 6.7068e-04
lowest PAW s level = -0.500000000 hartree
smallest |eigenvalue| of Sternheimer operator = 0.3751 hartree
projector amplitudes c_h, c_d = -2.0000000 1.0000000
alpha, smooth part = 4.4827514 a.u.
alpha, one-centre part = 0.0172486 a.u.
alpha, PAW total = 4.50000000 a.u.
alpha, closed form = 4.50000000 a.u.
alpha, all-electron radial solve = 4.50000000 a.u.
alpha, PAW total = 0.66683 cubic angstrom
alpha without dipole augmentation = 4.466219 a.u.
at r = 0.5 bohr: soft w = -0.346288, rebuilt w = -0.379082, closed form = -0.379082 (a.u.)
largest error of rebuilt w on the grid = 2.5e-09 a.u.
finite field F = 0.002 a.u.: energy shift = -9.000413e-06 hartree
finite field 2F: energy shift = -3.600660e-05 hartree
-2 shift/field^2 at F and 2F = 4.500206 4.500826 a.u.
alpha extrapolated to zero field = 4.500000 a.u.
fixed-energy p waves: one at -0.5, two at -0.5 and 0.0 hartree
rc = 1.0 bohr, driven set: smooth 4.498071, one-centre 0.001929 a.u.
   driven set: alpha = 4.50000000 a.u., largest error of rebuilt w = 2.5e-09 a.u.
   two energies: alpha = 4.49999927 a.u., largest error of rebuilt w = 1.0e-04 a.u.
   one energy: alpha = 4.49988803 a.u., largest error of rebuilt w = 1.1e-03 a.u.
rc = 1.5 bohr, driven set: smooth 4.482751, one-centre 0.017249 a.u.
   driven set: alpha = 4.50000000 a.u., largest error of rebuilt w = 2.5e-09 a.u.
   two energies: alpha = 4.49997938 a.u., largest error of rebuilt w = 7.9e-04 a.u.
   one energy: alpha = 4.49794781 a.u., largest error of rebuilt w = 7.9e-03 a.u.
rc = 2.0 bohr, driven set: smooth 4.426064, one-centre 0.073936 a.u.
   driven set: alpha = 4.50000000 a.u., largest error of rebuilt w = 2.5e-09 a.u.
   two energies: alpha = 4.49980581 a.u., largest error of rebuilt w = 3.2e-03 a.u.
   one energy: alpha = 4.48585241 a.u., largest error of rebuilt w = 2.9e-02 a.u.
tests ok
```
